# The Barrier for Nucleating a Kink Pair on a Ferroelectric Wall

## Why a domain wall advances by kink pairs

A domain wall separates two regions of opposite polarization. An electric field favours one of them and pushes the wall forward, but the crystal lattice holds the wall in rows of low energy, one row spacing apart. In a weak field the wall does not jump to the next row as a whole. A short piece goes ahead, bounded by a step up and a step down. These two steps, the kinks, attract each other and would close up again, while the field drives them apart. If they separate far enough, the field wins and the wall gains a whole row. How much energy must a thermal fluctuation supply?

The answer bears on Merz's law, the empirical rule that switching rates vary with the field $\mathcal E$ as $\exp(-\mathcal E_M/\mathcal E)$ with a constant activation field $\mathcal E_M$. We shall see whether kink pairs lead to that form.

## The barrier of the pair

Consider a thin film with polarization $\pm P$ along its normal. The wall stands upright in the film, and each kink is a straight line through the full thickness $t$, parallel to the polarization. It therefore carries no bound charge inside the film, and we take the attraction to be short-ranged. Let $U$ be the energy of one isolated kink without load, $d$ the separation of the pair, and $F$ the outward force of the field on each kink. Energies are measured from the straight wall under the same load. The algebra uses atomic units.

When the separation grows from zero to $d$, each kink moves outward by $d/2$, so the load does the work $2\times F\,d/2=Fd$. Hence

$$E(d)=2U-A\,e^{-kd}-Fd .\tag{1}$$

The derivatives are

$$E'(d)=Ak\,e^{-kd}-F,\qquad E''(d)=-Ak^2e^{-kd}.\tag{2}$$

Since $e^{-kd}$ falls steadily from 1 to 0, $E'$ vanishes at one positive separation if $0<F<Ak$, and at none if $F\ge Ak$. Setting $E'=0$ gives $e^{-kd^*}=F/(Ak)$, or

$$d^*=\frac1k\ln\frac{Ak}{F},\qquad E''(d^*)=-Fk<0 .\tag{3}$$

The point is a maximum. There the attraction term equals $-A\,F/(Ak)=-F/k$, and the load term equals $-(F/k)\ln(Ak/F)$. Their sum with $2U$ is the barrier

$$B=2U-\frac Fk\left[1+\ln\frac{Ak}{F}\right].\tag{4}$$

The first term in the bracket is the attraction that remains at the top; the logarithm is the work already done by the load. To see how $B$ responds to the force, differentiate:

$$\frac{dB}{dF}=-\frac1k\left[1+\ln\frac{Ak}{F}\right]+\frac1k=-d^* .\tag{5}$$

The $+1/k$ comes from the logarithm, whose derivative is $-1/F$. The result is the explicit derivative of (1) at fixed $d$: the shift of $d^*$ drops out because $E'(d^*)=0$. For the same reason a small extra interaction $\delta E(d)$ shifts the barrier by $\delta E(d^*)$ to first order.

As $F\to0$, $B\to2U$: the pair must be pulled fully apart. The slope (5) grows without bound in this limit, but only logarithmically.

At the other end, put $F=Ak(1-\epsilon)$ with small $\epsilon$. Then $\ln(Ak/F)=\epsilon+\epsilon^2/2+\dots$, and the height of the maximum above $E(0)=2U-A$ is

$$B-E(0)=A\left[1-(1-\epsilon)\left(1+\epsilon+\tfrac12\epsilon^2\right)\right]\simeq\tfrac12A\epsilon^2 .\tag{6}$$

The maximum merges with the end point $d=0$. This is a property of the function (1), not of a wall. Once two kinks have annihilated, the straight wall is left, with zero energy, whereas (1) ends at $2U-A$. The exponential describes the overlap of distant tails, so (4) is a wall's barrier only for $kd^*\gg1$, that is for $F\ll Ak$.

## Where the four parameters come from

An elastic line in a periodic potential supplies $U$, $A$, $k$ and $F$, and also shows how good (4) is. Let $h(y)$ be the advance of the wall at position $y$ along it, $s$ the wall energy per area, $w$ the lattice barrier per area and $a$ the row spacing. For small slopes the extra wall length costs $sh'^2/2$ per area. Advancing the wall reverses the polarization and gains $2P\mathcal E$ per volume. Thus

$$\mathcal H=t\int\left[\frac s2h'^2+\frac w2\left(1-\cos\frac{2\pi h}{a}\right)-2P\mathcal E\,h\right]dy .\tag{7}$$

Write $h=a\phi/2\pi$ and $y=\xi/k$. The gradient term becomes $(ts/2k)(ak/2\pi)^2\phi'^2$ and the potential term $(tw/2k)(1-\cos\phi)$. They share the prefactor $E_0$ in the form $E_0[\phi'^2/2+1-\cos\phi]$ if

$$k=\frac{2\pi}{a}\sqrt{\frac{w}{2s}},\qquad E_0=\frac{wt}{2k}.\tag{8}$$

A pair at separation $d$ has advanced the wall by $a$ over the length $d$. The load energy is then $-2P\mathcal E\,a\,t\,d$, and comparison with (1) gives

$$F=2P\mathcal E\,a\,t .\tag{9}$$

In reduced form,

$$\frac{\mathcal H}{E_0}=\int\left[\tfrac12\phi'^2+1-\cos\phi-f\phi\right]d\xi,\qquad f=\frac{F}{2\pi kE_0}.\tag{10}$$

**One kink.** Without load, a static profile conserves $\phi'^2/2-(1-\cos\phi)$, and this is zero far from the kink. So $\phi'=2\sin(\phi/2)$, with solution $\phi_K=4\arctan e^{\xi}$. The two energy terms are equal, their sum is $\phi'^2$, and

$$\frac U{E_0}=\int\phi'^2d\xi=\int_0^{2\pi}2\sin\frac\phi2\,d\phi=8 .\tag{11}$$

**Two kinks.** Hold the pair at reduced separation $D=kd$ by fixing $\phi=\pi$ at $\xi=\pm D/2$. The outer parts are half kinks of energy 4 each, whatever $D$ is. In the inner part, for $D>\pi$, $\phi$ rises to a value $\phi_m$ at the midpoint, where $\phi'=0$; at smaller $D$ it stays at $\pi$. With $V=1-\cos\phi$ and $c=V(\phi_m)$, the conserved quantity gives $\phi'^2=2(V-c)$. The inner energy density is $\phi'^2/2+V=\phi'^2+c$, so

$$\varepsilon(D)=2\int_\pi^{\phi_m}\sqrt{2(V-c)}\,d\phi+cD .\tag{12}$$

Differentiate with respect to $D$. The moving limit contributes nothing, because the integrand vanishes there. The derivative of the integral term with respect to $c$ is $-2\int d\phi/\phi'=-D$, which cancels the $+D$ from $cD$. What remains is

$$\frac{d\varepsilon}{dD}=c=1-\cos\phi_m .\tag{13}$$

For large $D$ we find $\phi_m$ from the tails. A kink approaches $2\pi$ as $2\pi-4e^{-\xi}$. Small deviations from $2\pi$ obey a linear equation, so the tails of the two kinks add. Each gives $4e^{-D/2}$ at the midpoint, the total deviation is $8e^{-D/2}$, and

$$\frac{d\varepsilon}{dD}\simeq\tfrac12\left(8e^{-D/2}\right)^2=32\,e^{-D}.\tag{14}$$

Integrating from infinite separation, where the whole pair has energy 16, gives $16-32e^{-D}$. Therefore

$$U=8E_0,\qquad A=32E_0=4U .\tag{15}$$

Evaluating (12) by numerical quadrature at $D=10.15$ gives an interaction energy of $-32.02\,e^{-D}$, in accord with (14).

With $A=4U$, equation (1) without load is negative for $e^{-kd}>1/2$, or $kd<0.69$. This shows again that it cannot be followed down to contact.

## How good is the formula?

The load also deforms the wall. It shifts the straight wall to $\phi_0=\arcsin f$ and changes the shape of the kinks, both by amounts of order $f$. For a pair held at given $D$ the energy is stationary against such changes, so they enter at order $f^2$. The term linear in $f$ uses the undeformed pair. Its area $\int\phi\,d\xi$ is $2\pi D$, which gives the load term of (1), apart from a small part that falls as $e^{-D}$. At the top $e^{-D}$ is itself proportional to $f$, so this part also enters only at order $f^2$.

The barrier of the full line can be found without speaking of separate kinks. The critical nucleus is a static profile that leaves $\phi_0$, reaches a turning point $\phi_t$ and returns. With $V_f=1-\cos\phi-f\phi$, it obeys $\phi'^2/2=V_f(\phi)-V_f(\phi_0)$. Its energy above the straight wall is $\int\phi'^2d\xi$, so

$$\frac{B_{\rm line}}{E_0}=2\int_{\phi_0}^{\phi_t}\sqrt{2\left[V_f(\phi)-V_f(\phi_0)\right]}\,d\phi .\tag{16}$$

In the same units (4) reads $16-2\pi f\,[1+\ln(16/\pi f)]$. Quadrature of (16) gives 14.221 at $f=0.05$, where the formula gives 14.233. At $f=0.01$ the values are 15.5447 and 15.5455. The load has fallen by a factor of 5 and the difference by about 15, so the formula's error vanishes faster than the load itself, though more slowly than $f^2$, which would give 25. The reason is the next term of the attraction, about $-64\,D\,e^{-2D}$ for large $D$. At the top $e^{-D}=\pi f/16$, so at weak load the error varies as $f^2\ln(1/f)$.

At $f=1$ the potential $V_f$ loses its minima and the straight wall slides without any nucleation. Since $F=Ak$ corresponds to $f=32/2\pi\approx5.1$, the condition $F<Ak$ is far too weak as a criterion for this line. The useful condition is $f\ll1$.

## When the kinks stay straight through the film

We have assumed that a kink moves as one straight line through the thickness. The nucleus has one unstable direction, the change of separation. For distant kinks,

$$\frac{\partial\phi}{\partial D}=\tfrac12\left[\phi_K'(\xi+D/2)+\phi_K'(\xi-D/2)\right].\tag{17}$$

By (11) each $\phi_K'^2$ integrates to 8, so the square of (17) integrates to $(8+8)/4=4$, overlap neglected. The reduced curvature along $D$ is $-F/(kE_0)$ by (3). It equals 4 times the eigenvalue $\lambda$ of this mode, hence

$$\lambda\simeq-\frac{F}{4kE_0}=-\frac{\pi f}{2}.\tag{18}$$

Now let the separation vary through the film as $\cos(\pi z/t)$, the lowest bending shape with free ends. If the wall tension is the same in both directions, this adds $(\pi/kt)^2$ to the eigenvalue. The nucleus with straight kinks keeps a single unstable direction, as a saddle must, if

$$\left(\frac{\pi}{kt}\right)^2>|\lambda| .\tag{19}$$

Bending tilts the wall against the polarization and creates bound charge. Where that charge is unscreened, its energy resists bending further, so (19) is then a cautious condition.

## Relation to Merz's law

Suppose the nucleation rate is $R\propto e^{-B/k_{\rm B}T}$, with a prefactor that does not depend on field. The activation field read from a plot of $\ln R$ against $1/\mathcal E$ is

$$\mathcal E_M=-\frac{d\ln R}{d(1/\mathcal E)}=-\frac{\mathcal E^2}{k_{\rm B}T}\frac{dB}{d\mathcal E}=\frac{\mathcal E\,F\,d^*}{k_{\rm B}T}.\tag{20}$$

The last step uses (5) and $dF/d\mathcal E=F/\mathcal E$. As $F\propto\mathcal E$, this varies as $\mathcal E^2$ times a logarithm and is not constant. The barrier stays below $2U$ however weak the field, whereas Merz's law needs a barrier that grows as $1/\mathcal E$.

A thick film can provide one, because the nucleus need not span it. Take a rectangular advance of height $\ell$ and width $d$. Let its upright edges cost $\gamma_1$ per length and its horizontal edges $\gamma_2$, both constant, and neglect the attraction between edges as well as the bound charge on the horizontal ones. With the gain $g=2P\mathcal Ea$ per area,

$$E(\ell,d)=2\gamma_1\ell+2\gamma_2d-g\,\ell d .\tag{21}$$

Setting both derivatives to zero gives $d=2\gamma_1/g$ and $\ell=2\gamma_2/g$. Each of the three terms then has magnitude $4\gamma_1\gamma_2/g$, so the saddle energy is

$$B_2=\frac{4\gamma_1\gamma_2}{g}\propto\frac1{\mathcal E}.\tag{22}$$

This has the Merz form. Unscreened bound charge on the horizontal edges would add to (21) an energy that varies as $d\ln d$ when the nucleus is much taller than wide; the barrier would then grow somewhat faster than $1/\mathcal E$. Within these models, the distinction is whether the nucleus has a free height or is cut off by the film thickness.

## A film a few nanometres thick

Take $P=70\ \mu\mathrm{C/cm^2}$, $a=0.4$ nm, $t=2.4$ nm, $s=150\ \mathrm{mJ/m^2}$, $w=5\ \mathrm{mJ/m^2}$, a net field of 0.03 MV/cm and $T=300$ K. Equation (8) gives

$$k=\frac{2\pi}{0.4\ \mathrm{nm}}\sqrt{\frac{5}{300}}=2.03\ \mathrm{nm^{-1}},$$

so the kinks attract over a range $1/k=0.49$ nm. The energy unit is $E_0=wt/2k=0.0185$ eV. Hence $U=0.148$ eV, $A=0.591$ eV and $Ak=1.198$ eV/nm. Equation (9) gives $F=0.0252$ eV/nm, and $F/k=0.0124$ eV. With $\ln(Ak/F)=3.86$,

$$B=0.2955-0.0124\,(1+3.86)=0.235\ \mathrm{eV}=0.0086\ \text{hartree}.$$

The top lies at $d^*=3.86/k=1.91$ nm, nearly five rows. The barrier is $9.1\,k_{\rm B}T$, with a Boltzmann factor of $1.1\times10^{-4}$. The reduced load is $f=0.107$; the straight wall gives way at 0.28 MV/cm.

With all else fixed, the field changes the result as follows. The column "line" is (16), and $\mathcal E_M$ is (20).

| $\mathcal E$ (MV/cm) | $d^*$ (nm) | $B$ (eV) | line (eV) | $\mathcal E_M$ (MV/cm) |
|---|---|---|---|---|
| 0.01 | 2.45 | 0.271 | 0.271 | 0.008 |
| 0.03 | 1.91 | 0.235 | 0.234 | 0.056 |
| 0.05 | 1.65 | 0.205 | 0.204 | 0.134 |
| 0.10 | 1.31 | 0.144 | 0.141 | 0.426 |

Even at 0.10 MV/cm the formula is only about 2 % above the line value. The local activation field rises more than fiftyfold over the table, so no single Merz constant describes it.

The thickness satisfies (19). Diagonalizing the second variation of the energy on a fine grid gives $\lambda=-0.174$, close to the $-0.168$ of (18), while the bending term is 0.417. At this field the kinks stay straight up to about 3.7 nm. At 0.10 MV/cm, the last row of the table, $\lambda=-0.52$ and (19) fails: without bound charge the nucleus bends, and its barrier is 0.138 eV instead of the line value 0.141 eV. For comparison, (21) with $\gamma_1=\gamma_2=U/t$ gives a free nucleus $2U/F=11.7$ nm high, much taller than the film. Unscreened bound charge on its horizontal edges would make it taller still.

## What the model leaves out

**Atomic rows along the wall.** Replace the derivative in (7) by differences between rows spaced by $a$, and solve for the static nucleus by Newton's method. Its energy is 0.231 eV, about 1 % below the continuous line. A single kink also feels the rows: its energy differs by $\Delta=6\times10^{-5}$ eV between the positions on a row and midway between rows. For a sinusoidal variation the largest holding force is $\pi\Delta/a=5\times10^{-4}$ eV/nm, about 2 % of $F$, so the kinks run freely.

This depends strongly on $w$. For $w=30\ \mathrm{mJ/m^2}$, with the other inputs unchanged, the same calculation gives $\Delta=0.055$ eV and a holding force of 0.43 eV/nm, some 17 times $F$. Each kink then sits in wells about $2\,k_{\rm B}T$ deep at 300 K and advances by hops from row to row. The pair passes a series of saddles instead of one smooth maximum. The highest lies at 0.638 eV, while (4) gives 0.690 eV, about 8 % too much.

**Finite slope.** Let $V_h$ be the lattice term in (7). With the full length cost $s(\sqrt{1+h'^2}-1)$, the first integral is $V_h=s-s/\sqrt{1+h'^2}$, and the kink energy becomes $t\int_0^a\sqrt{2sV_h-V_h^2}\,dh$. This lowers $U$ by 0.6 %.

**Temperature.** A parabola with the curvature (3) falls by $k_{\rm B}T/2$ at a distance $\sqrt{k_{\rm B}T/Fk}=0.71$ nm from the top. That is longer than the range $1/k$ over which the curvature changes. The barrier top is therefore not parabolic on the thermal scale, yet the effect on the rate is modest. For overdamped motion along $d$ with constant friction, the rate is inversely proportional to $\int e^{[E(d)-B]/k_{\rm B}T}\,dd$. This integral is 2.09 nm for (1) and 1.78 nm for the parabola, so a prefactor based on the parabola is about 17 % too large.

**The real film.** The polarization and wall energy are rough values in the regime of lead titanate. The lattice barrier is not typical: static, zero-temperature estimates are several times larger, nearer the stiff case above. The softened value was chosen so that the kinks are mobile. The field is low as well: from 0.28 MV/cm upward this line has no barrier left.

The net field, which enters the formulas, can also differ from the applied one. Here the voltage across the film is just 7.2 mV. A built-in bias of 10 mV from unequal electrodes, acting in the same direction, adds 0.042 MV/cm and lowers the line barrier from 0.234 to 0.175 eV. At 300 K and with a fixed prefactor this raises the rate about tenfold. It is the largest shift among the corrections evaluated for the soft wall. Long-range elastic forces, incomplete screening at the electrodes and defects are not included. If an added interaction is weak and known, (5) and the remark after it give its effect: its value at $d^*$ is added to the barrier.
